# Quenching of orbital angular momentum in nondegenerate and cubic E levels, part 2

We ask when orbital angular momentum $\mathbf L$ is quenched ($\hbar=1$). A *level* is the space of all antisymmetric eigenfunctions of $H_0$ with given energy, $S$ and $M_S$. It is *quenched* if $\langle a|L_k|b\rangle = 0$ for all $a,b$ in it and all $k$. $H_0$ has a real potential and no spin-orbit term or magnetic field (H1), states are bound (H2), and for (B) the potential has cubic symmetry $O$, $T_d$ or $O_h$ (H3).

**Theorem.** (A), proved: an orbitally nondegenerate level is quenched. (B), still to be proved: a level of symmetry $E$ is quenched.

$O_h$ consists of the 48 matrices $R=SP$, with $S$ diagonal signs and $P$ a permutation. Let $s(R)$ be the product of the signs and $\operatorname{sgn}R=\det P$; then $\det R = s(R)\operatorname{sgn}R$. $O$ has $\det R=+1$, $T_d$ has $s(R)=+1$. $D_2$ holds the sign matrices with $s=+1$: the identity and the half turns $C_{2x},C_{2y},C_{2z}$. $C$ sends $\mathbf e_x\to\mathbf e_y\to\mathbf e_z\to\mathbf e_x$. In $O$, the identity permutation gives $E$, $3C_2$; cycles give $8C_3$; exchanges give $6C_4$, $6C_2'$.

$A(R) = (\det R)\,R$ maps $T_d$ one-to-one onto $O$, keeping the permutation. $U_R$ replaces each $\mathbf r_n$ by $R^{-1}\mathbf r_n$ in a state and leaves spin alone. In a real orthonormal basis, which every level has (Lemma 1), $U_R|b\rangle = \sum_{b'}|b'\rangle D_{b'b}(R)$ with $D$ real orthogonal and $\chi=\operatorname{tr}D$.

Representations: $A_1$ is $D=1$, $A_2$ is $D=\operatorname{sgn}R$, $T_1$ is $D=A(R)$, $T_2$ is $D=(\operatorname{sgn}R)A(R)$, and $E$ is any irreducible one of dimension two. In $O_h$ these carry the label $g$; multiplication by $\det R$ gives $u$.

**Lemma 2.** For real states $a$ and $b$, $\langle a|L_k|b\rangle = -iX^{(k)}_{ab}$ with $X^{(k)}_{ab}$ real and $X^{(k)}_{ab} = -X^{(k)}_{ba}$.

**Lemma 3.** $U_RL_kU_R^{-1} = \sum_jL_jA_{jk}(R)$, and $T_1$ is irreducible. Its proof uses the determinant identity $\sum_{m,c,d}\epsilon_{mcd}R_{jm}R_{ac}R_{bd} = (\det R)\,\epsilon_{jab}$.

**Lemma 4.** On an invariant space of dimension one or two, $D(C_{2x}) = D(C_{2y}) = D(C_{2z}) = 1$.

The *type* of a state lists its signs under $(C_{2x},C_{2y},C_{2z})$: $(+++)$, $(+--)$, $(-+-)$ or $(--+)$. $C$ cycles the last three.

**Lemma 5.** The character of an $E$ level is $2$, $-1$, $0$ on elements whose permutation is the identity, a cycle, an exchange, up to a factor $\det R$ for $E_u$ of $O_h$. Further $E\times E = A_1+A_2+E$.

*Proof.* In $T_d$, $R = SP$ has $S\in D_2$ and $P \in T_d$, so Lemma 4 gives $D(R) = D(P)$. In $O$, write $R = (\eta S)(\eta P)$ with $\eta = \operatorname{sgn}R$. The first factor has sign product $\eta^3s(R) = \det R = 1$ and lies in $D_2$, so $D(R) = D(\eta P)$. In both groups $D$ depends on the permutation only. In $O_h$ the matrix $D(-1)$ commutes with all $D(R)$, so its eigenspaces are invariant, and irreducibility forces $D(-1) = \pm1$. Every element is $R'$ or $-R'$ with $R'\in O$, and the restriction to $O$ has the same invariant subspaces and is irreducible.

Let $c$ be a cycle and $t$ an exchange, so $c^3 = 1$, $t^2 = 1$, $ct = tc^{-1}$. The eigenvalues of $D(c)$ are cube roots of unity, $1$, $\omega = e^{2\pi i/3}$ or $\omega^*$. If $D(c)v = \lambda v$, then $D(c)D(t)v = D(t)D(c)^{-1}v = \lambda^{-1}D(t)v$. So $\lambda^{-1}$ is an eigenvalue too, and the pair is $\{1,1\}$ or $\{\omega,\omega^*\}$. In the first case $D(c) = 1$, all exchanges share one matrix, and an eigenvector of it spans an invariant line, against irreducibility. Hence $\chi(c) = \omega+\omega^* = -1$. The matrix $D(t)$ interchanges the two eigenvectors of $D(c)$, has an empty diagonal in that basis, and $\chi(t) = 0$.

The product $E\times E$ is the representation $D\otimes D$ on the four products of a real basis $u,v$ with a second copy $u',v'$, and its character is $\chi_E^2$. The combination $uu'+vv'$ is invariant because $D$ is orthogonal, so it is $A_1$. The combination $uv'-vu'$ is multiplied by $\det D$. Here $\det D(c) = \omega\omega^* = 1$, while $D(t)$ has square one and trace zero, so eigenvalues $\pm1$ and determinant $-1$; also $\det D(-1) = (\pm1)^2 = 1$. Thus $\det D = \operatorname{sgn}R$ and the combination is $A_2$. The orthogonal complement is an invariant plane with character $\chi_E^2 - 1 - \operatorname{sgn}$, which equals $4-2 = 2$, $1-2 = -1$, $0-0 = 0$ on the three kinds of permutation. On this plane $c$ has trace $-1$, so eigenvalues $\omega,\omega^*$; an invariant line would be one of the two eigenvectors, and $t$ interchanges them. The plane is irreducible and is $E$. $\square$

The characters of $O$, which serve for $T_d$ and for the $g$ representations of $O_h$ through the map $A$, are now all known.

| | $E$ | $8C_3$ | $3C_2$ | $6C_4$ | $6C_2'$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |
| $E\times E$ | 4 | 1 | 4 | 0 | 0 |

The last row is the sum of the first three in every column.

## The selection rule

**Lemma 6.** Let a level carry the real representation $D$ of a group $G$ with $|G|$ elements, and let $T_{kab} = \langle a|L_k|b\rangle$. Then $T$ lies in a space of dimension

$$n = \frac1{|G|}\sum_{R\in G}\chi_{T_1}(R)\,\chi(R)^2 .$$

The integer $n$ is the multiplicity of $T_1$ in $D\times D$. If $n = 0$, the level is quenched.

*Proof.* Evaluate $\langle a|U_RL_kU_R^{-1}|b\rangle$ in two ways. Lemma 3 gives $\sum_jA_{jk}T_{jab}$. Acting on the states, $U_R^{-1}|b\rangle = \sum_{b'}|b'\rangle D_{bb'}$ because $D(R^{-1}) = D^T$, and the adjoint of this relation is $\langle a|U_R = \sum_{a'}D_{aa'}\langle a'|$ because $D$ is real. So

$$\sum_jA_{jk}T_{jab} = \sum_{a',b'}D_{aa'}D_{bb'}T_{ka'b'} .$$

Multiply by $A_{mk}$, sum over $k$ and use $\sum_kA_{mk}A_{jk} = \delta_{mj}$:

$$T_{mab} = \sum_{k,a',b'}A_{mk}D_{aa'}D_{bb'}\,T_{ka'b'} .$$

With $T$ read as a column vector with the triple index $(k,a,b)$, this is $T = M(R)T$ for $M = A\otimes D\otimes D$. The matrices $M(R)$ are real, orthogonal and multiplicative, because each factor is. Averaging over the group gives $T = \mathcal PT$ with $\mathcal P = |G|^{-1}\sum_RM(R)$.

For fixed $R'$, the product $R'R$ runs once through $G$ as $R$ does, so $M(R')\mathcal P = \mathcal P$, and averaging over $R'$ gives $\mathcal P^2 = \mathcal P$. Also $M(R)^T = M(R^{-1})$, and $R^{-1}$ runs once through $G$, so $\mathcal P^T = \mathcal P$. A symmetric matrix equal to its square has eigenvalues $0$ and $1$ only. Its trace counts the eigenvalues $1$, which is the dimension of the space of solutions of $T = \mathcal PT$. The trace of a tensor product is the product of the traces, so $\operatorname{tr}\mathcal P = n$. For $n=0$ all eigenvalues vanish, $\mathcal P = 0$ and $T=0$.

An invariant tensor is the same thing as three elements $\tau_k = \sum_{ab}T_{kab}\,a\,b'$ of the product space that transform among themselves with $A$: the first displayed equation of this proof says $(D\otimes D)\tau_k = \sum_j\tau_jA_{jk}$. Since $T_1$ is irreducible, nonzero $\tau_k$ span a copy of $T_1$, and $n$ counts the independent ways of forming one. $\square$

*Proof of part (B).* For $G = O$ the rows $T_1$ and $E\times E$ of the table, weighted with the number of elements, give

$$n = \frac{1\cdot3\cdot4 + 8\cdot0\cdot1 + 3\cdot(-1)\cdot4 + 6\cdot1\cdot0 + 6\cdot(-1)\cdot0}{24} = \frac{12+0-12+0+0}{24} = 0 .$$

For $T_d$ the map $R\mapsto A(R)$ is one-to-one onto $O$, keeps the permutation on which $\chi_E$ depends, and $\chi_{T_1}(R) = \operatorname{tr}A(R)$. The sum has the same 24 terms. For $O_h$, the elements $R$ and $-R$ have the same $A$ and the same $\chi^2$, for $E_g$ and $E_u$ alike, so numerator and denominator both double. In each case $n=0$, and Lemma 6 gives $\langle a|L_k|b\rangle = 0$. $\square$

*Second proof of part (B).* By Lemma 3 with $R = C_{2x}$, $U L_xU^{-1} = L_x$, $UL_yU^{-1} = -L_y$, $UL_zU^{-1} = -L_z$. By Lemma 4, $U^{-1}|b\rangle = |b\rangle$ and $\langle a|U = \langle a|$. Hence

$$\langle a|L_z|b\rangle = \langle a|UL_zU^{-1}|b\rangle = -\langle a|L_z|b\rangle ,$$

and likewise for $L_y$. The rotation $C_{2y}$ reverses $L_x$ and disposes of it in the same way. $\square$

**Remark (how the proofs are related).** The only nonzero terms of the character sum come from the identity and the three $C_2$, the elements used in the second proof. The cancellation $12-12$ is $4\times[3+3(-1)]$, where the bracket is the trace of $\sum_{R\in D_2}A(R) = 0$: no component of an axial vector survives half turns about all three cube axes, while every state of an $E$ level does.

**Remark (reach of the second proof).** It uses only that both states have type $(+++)$. So $L_k$ also vanishes between two different $E$ levels, between $E$ and $A_1$ or $A_2$, and inside a level in which such representations coincide by accident. It fails if an $E$ level coincides with a $T$ level, as at zero crystal field. It needs only $D_2$ and $C$, so it covers the smaller cubic groups $T$ (generated by these rotations) and $T_h$ (with inversion added). It applies also to the many-electron spin-orbit operator $\sum_n\zeta(r_n)\sum_kl_k^{(n)}s_k^{(n)}$: $U_R$ does not touch spin, each term with fixed $k$ is reversed by a suitable $C_2$, and $U_R = 1$ on the level for every $M_S$. The first-order spin-orbit matrix of a cubic $A$ or $E$ term therefore vanishes for every spin.

**Lemma 7.** Lemma 6 holds with $\chi(R)^2$ replaced by the character of the antisymmetric square, $\chi_-(R) = \tfrac12[\chi(R)^2-\chi(R^2)]$. This is $A_2$ for an $E$ level and $T_1$ for a $T_1$ or $T_2$ level. In a $T$ level, $\langle a|L_k|b\rangle = -i\gamma\,\epsilon_{kab}$ with one real number $\gamma$, in a real basis where $D$ has the form $A(R)$ or $(\operatorname{sgn}R)A(R)$ given above, times $\det R$ for $u$ levels.

*Proof.* Lemma 2 gives $T_{kab} = -T_{kba}$. Let $\Sigma$ swap $a$ and $b$. It commutes with $D\otimes D$, and $T$ is unchanged by the projector $(1-\Sigma)/2$. So $T$ is unchanged by the symmetric projector $\mathcal P(1-\Sigma)/2$. Its trace needs $\operatorname{tr}[(D\otimes D)\Sigma] = \sum_{ab}D_{ab}D_{ba} = \operatorname{tr}D^2 = \chi(R^2)$, which gives $\chi_-$.

The squares of elements in the five columns lie in the columns $E$, $C_3$, $E$, $C_2$, $E$. For the representation $E$, $\chi(R^2) = 2,-1,2,2,2$, and $\chi_- = 1,1,1,-1,-1$, the row $A_2$; the antisymmetric square is the combination $uv'-vu'$ of Lemma 5. For $T_1$ and $T_2$, $\chi^2 = 9,0,1,1,1$ and $\chi(R^2) = 3,0,3,-1,3$, so $\chi_- = 3,0,-1,1,-1$, the row $T_1$. The dimension is then $(9+0+3+6+6)/24 = 1$. For either $T$ representation and either parity $D\otimes D = A\otimes A$, because the extra signs square to one. The tensor $\epsilon_{kab}$ is invariant under $A\otimes A\otimes A$ by the determinant identity with $\det A = 1$. It spans the one-dimensional space, and Lemma 2 makes $\gamma$ real. $\square$

**Remark.** Lemma 7 joins the two parts of the theorem. For a real one-dimensional level the antisymmetric square is empty, which is part (A). For $E$ it is $A_2$, so an imaginary Hermitian operator can act inside $E$ only if it has an $A_2$ part. No component of $\mathbf L$ has one. The symmetrized product of $L_x$, $L_y$, $L_z$ does, since it is multiplied by $s(A) = \operatorname{sgn}R$; symmetry therefore allows it a nonzero matrix in $E$. For $T$ levels symmetry allows a moment but does not fix $\gamma$. The matrices $-i\epsilon_{kab}$ are those of a $p$ shell, as shown below, with eigenvalues $0,\pm1$, so $L_k$ has eigenvalues $0,\pm\gamma$.

## The d shell

Take five orbitals with a common radial factor. $L_k$ acts on angles only, so it is enough to work with homogeneous polynomials on the unit sphere. The angular averages needed are $\overline{z^4} = \tfrac12\int_{-1}^1u^4du = \tfrac3{15}$ and, from $1 = \overline{r^4} = 3\overline{z^4}+6\overline{x^2y^2}$, $\overline{x^2y^2} = \tfrac1{15}$. They give $\overline{(x^2-y^2)^2} = (3+3-2)/15 = 4/15$ and $\overline{(2z^2-x^2-y^2)^2} = (12+3+3-4-4+2)/15 = 12/15$. So the functions

$$\theta = \frac{2z^2-x^2-y^2}{2\sqrt3},\qquad\varepsilon = \frac{x^2-y^2}{2},\qquad yz,\qquad xz,\qquad xy$$

all have mean square $1/15$, and one common factor normalizes them. They are orthogonal: $\overline{\theta\varepsilon}$ changes sign under $x\leftrightarrow y$, and all other products are odd in some coordinate. The orbital $\theta$ is $d_{z^2}$ and $\varepsilon$ is $d_{x^2-y^2}$.

The pair $\theta,\varepsilon$ spans the combinations of $x^2,y^2,z^2$ whose coefficients add to zero. The group permutes the squares, so the plane is invariant. The cycle has trace $0$ on the three squares and $1$ on $r^2$, so $-1$ on the plane, which is therefore $E$ by the argument of Lemma 5. For the other three write $t_k = xyz/x_k$, so $(t_1,t_2,t_3) = (yz,xz,xy)$. Now $U_R(xyz) = s(R)\,xyz$, and $U_Rx_k = \sum_jx_jR_{jk}$ has a single term $\pm x_j$, so $U_R(1/x_k) = \sum_jR_{jk}/x_j$. Thus $D = s(R)R = (\operatorname{sgn}R)(\det R)R$, which is $T_2$.

**Lemma 8.** With $L_x = -i(y\partial_z-z\partial_y)$, $L_y = -i(z\partial_x-x\partial_z)$, $L_z = -i(x\partial_y-y\partial_x)$:

| | $L_x$ | $L_y$ | $L_z$ |
|---|---|---|---|
| $\theta$ | $-i\sqrt3\,yz$ | $i\sqrt3\,xz$ | $0$ |
| $\varepsilon$ | $-i\,yz$ | $-i\,xz$ | $2i\,xy$ |
| $yz$ | $i\sqrt3\,\theta+i\varepsilon$ | $i\,xy$ | $-i\,xz$ |
| $xz$ | $-i\,xy$ | $-i\sqrt3\,\theta+i\varepsilon$ | $i\,yz$ |
| $xy$ | $i\,xz$ | $-i\,yz$ | $-2i\,\varepsilon$ |

*Proof.* Each entry is a differentiation. For $\theta$, with $\nabla\theta = (-2x,-2y,4z)/2\sqrt3$: $L_x\theta = -i(4yz+2yz)/2\sqrt3 = -i\sqrt3\,yz$, $L_y\theta = -i(-2xz-4xz)/2\sqrt3 = i\sqrt3\,xz$, $L_z\theta = -i(-2xy+2xy)/2\sqrt3 = 0$. For $\varepsilon$, with $\nabla\varepsilon = (x,-y,0)$: $L_x\varepsilon = -i(0+yz)$, $L_y\varepsilon = -i(xz-0)$, $L_z\varepsilon = -i(-xy-xy)$. For $yz$, with gradient $(0,z,y)$: $L_x$ gives $-i(y^2-z^2)$, $L_y$ gives $-i(0-xy)$, $L_z$ gives $-i(xz-0)$. For $xz$, with gradient $(z,0,x)$: $-i(xy-0)$, $-i(z^2-x^2)$, $-i(0-yz)$. For $xy$, with gradient $(y,x,0)$: $-i(0-xz)$, $-i(yz-0)$, $-i(x^2-y^2)$. The identities $y^2-z^2 = -\sqrt3\,\theta-\varepsilon$, $z^2-x^2 = \sqrt3\,\theta-\varepsilon$ and $x^2-y^2 = 2\varepsilon$ follow by inserting the definitions. $\square$

Four facts can be read from the table.

The $E$ block is zero: $L_k$ sends $\theta$ and $\varepsilon$ entirely into $T_2$.

The length of $\mathbf L$ is untouched. Since $\langle\mathbf L^2\rangle = \sum_k\|L_k\psi\|^2$, it equals $3+3+0 = 6$ for $\theta$, $1+1+4 = 6$ for $\varepsilon$, and $6$ for each $T_2$ orbital (for $xy$, $1+1+4$). This is $l(l+1)$ for $l=2$. A component $L_k$ with $L_k\psi\neq0$ fluctuates about zero mean in these states, while $L_z$ is sharply zero in $\theta$; $\varepsilon$ is an equal superposition of $L_z = +2$ and $-2$, as $L_z(\varepsilon\pm i\,xy) = \pm2(\varepsilon\pm i\,xy)$ shows.

The $T_2$ block has $\gamma=-1$. For the $p$ functions, $L_kx_b = -i\sum_a\epsilon_{kab}x_a$, so $\langle a|L_k|b\rangle = -i\epsilon_{kab}$ and $\gamma = +1$. For $(t_1,t_2,t_3)$ the table gives $\langle t_2|L_z|t_1\rangle = -i = i\epsilon_{321}$, $\langle t_3|L_x|t_2\rangle = -i = i\epsilon_{132}$, $\langle t_3|L_y|t_1\rangle = i = i\epsilon_{231}$. Inside $T_2$, $\mathbf L$ acts as $-\tilde{\mathbf l}$, with $\tilde{\mathbf l}$ the matrices of angular momentum one. The value $-1$ holds for pure $d$ orbitals. In $T_d$, $D_{T_2} = s(R)R = R$, so $p$ orbitals are also $T_2$ and may mix in, and $\gamma$ then depends on the mixing, whereas the zero in $E$ holds for any admixture.

A doublet is not quenched merely because it is a doublet. Stretch the cube along $z$. The remaining rotations are the eight elements of $O$ with $R_{zz} = \pm1$, the group $D_4$, under which $yz$ and $xz$ transform into each other. The table gives $L_z(xz\pm i\,yz) = i\,yz\pm xz = \pm(xz\pm i\,yz)$, eigenvalues $\pm1$. Lemma 6 applies with $A$ replaced by the number $A_{zz}$ that multiplies $L_z$. The character of the pair is $\operatorname{sgn}R\,(R_{xx}+R_{yy})$, which is $2$ for the identity, $-2$ for $C_{2z}$ and $0$ for the other six elements, and $A_{zz} = 1$ on the first two. So $n = (4+4)/8 = 1$. Lemma 4 fails because $C$ is gone: $yz$ and $xz$ have types $(+--)$ and $(-+-)$, and nothing forces the third type into the same level.

## Spin-orbit coupling in the quenched level

The model is one electron confined to the five $d$ orbitals, with $E$ at energy zero and $T_2$ at $\Delta>0$, the order taken here for a tetrahedral site:

$$H = \Delta\,P + \zeta V,\qquad V = \mathbf l\cdot\mathbf s,$$

where $P$ projects on $T_2\otimes$ spin (six states), $1-P$ on $E\otimes$ spin (four states) and $\zeta>0$. Mixing with other shells and with ligand orbitals, and distortion of the site, are left out.

Part (B) is proved in two ways, and the $d$ shell shows it explicitly: $\mathbf L$ vanishes inside $E$ but acts inside $T_2$ as minus an angular momentum one. It remains to work out how spin-orbit coupling restores a moment in the quenched $E$ level, and to treat examples with one and two $d$ electrons.
